Why plane-wave energy differences converge at lower cutoff than total energies

Question. In a plane-wave calculation the total energy may still be wrong by tens of millihartree at a cutoff where the difference between two arrangements of the same atoms has already settled. Both energies come from the same incomplete basis. Why is their difference so much better than either of them, and how much lower can the cutoff be?

Answer.

The mechanism

A plane-wave basis contains the functions exp(iG·r) whose kinetic energy G²/2 does not exceed a chosen cutoff Ecut. (Hartree atomic units are used, with energies in hartree, Ha, and lengths in bohr.) A large G means a short wavelength, so the functions left out are those needed to draw rapid variations of the orbitals.

An orbital varies rapidly where the potential is strong and changes over a short distance. That happens close to the nuclei. Between the atoms the potential is shallow and smooth, and the orbital there needs few short waves. The error of a truncated basis is therefore made near the nuclei.

When atoms are moved or a bond is formed, the orbitals change mainly between the atoms. Near each nucleus the strong local potential still dictates their form, and both their amplitude and their shape change only a little there. Each atom thus brings nearly the same error into both total energies, and subtraction removes most of it.

Two points of wording matter. First, "core region" means a region of space, not a set of electrons. A pseudopotential calculation may contain no core electrons, but its valence orbitals still pass through the core region and have short-wave components there. Second, the cancellation is partial. What remains is a fraction of the total error, from about one percent to more than ten percent in the examples below. With a single hard atom it falls with cutoff at about the same rate as the total error; with several hard atoms close together the fraction can also vary in size and sign with the cutoff. The difference reaches a given tolerance earlier because its error curve starts lower, not because it is steeper.

Where the missing components come from

Take one electron in a fixed potential V, in a periodic one-dimensional cell of length L. The three-dimensional algebra is the same, with G a vector. Expand the normalized orbital as

ψ(x) = Σ_G c_G exp(iGx)/√L,

and write the corresponding component of the product Vψ as

(Vψ)_G = (1/√L) ∫ exp(−iGx) V(x) ψ(x) dx.

The Schrödinger equation −ψ″/2 + Vψ = εψ becomes, component by component,

(G²/2) c_G + (Vψ)_G = ε c_G.

Moving the terms in c_G to one side gives

c_G = −(Vψ)_G / (G²/2 − ε).   (1)

For a bound level, ε < 0, the denominator is never zero. Equation (1) says that a component at large G has a source, the same component of Vψ, divided by a large kinetic energy.

Now let V be the sum of a narrow, deep well V_h (the hard atom) and broad, shallow wells V_s (soft neighbours). A Gaussian well of width w has Fourier components proportional to exp(−w²G²/2). At G²/2 = 30 Ha this factor is exp(−7.5) ≈ 6×10⁻⁴ for w = 0.5 bohr, but exp(−30) ≈ 10⁻¹³ for w = 1 bohr. The soft wells cannot by themselves generate such short waves. They can act on short waves already present in ψ, but the rapid variations of ψ occur at the hard atom, where V_s is weak. In the model below, with the soft wells 4 bohr from the hard one and beyond a cutoff of 30 Ha, the source (V_sψ)_G is about 3×10⁻⁵ of (V_hψ)_G in norm; with the wells at 9 bohr it is smaller by many further orders of magnitude.

From missing components to an energy error

Let P keep the plane waves inside the cutoff and let Q = 1 − P keep those outside. The converged orbital ψ and level ε satisfy Hψ = εψ. The truncated calculation gives an orbital φ, made of retained waves (Pφ = φ), and a level ε_c, with

PHφ = ε_c φ.

Multiply this equation from the left by ψ and integrate:

⟨ψ|PH|φ⟩ = ε_c ⟨ψ|φ⟩.   (2)

Because H is Hermitian, the full equation gives

⟨ψ|H|φ⟩ = ε ⟨ψ|φ⟩.   (3)

Subtract (2) from (3). On the left H − PH = QH remains, so

⟨ψ|QH|φ⟩ = (ε − ε_c) ⟨ψ|φ⟩.

The kinetic energy does not mix different plane waves. Acting on φ it produces retained waves alone, which Q removes. Hence QHφ = QVφ, and

ε_c − ε = −⟨Qψ|V|φ⟩ / ⟨ψ|φ⟩.   (4)

No approximation has been made; the overlap ⟨ψ|φ⟩ must merely be nonzero. The error is the coupling, through the potential, between the missing part of the true orbital and the orbital actually found. Since V = V_h + V_s, the error splits into a hard part and a soft part, which can be evaluated separately.

At a high cutoff φ is close to ψ. Replacing φ by ψ in (4), and the overlap by 1, gives

ε_c − ε ≈ −Σ_{|G|>Gc} c_G* (Vψ)_G,

where Gc = √(2Ecut). From (1), c_G* = −(Vψ)_G*/(G²/2 − ε). The two minus signs cancel:

ε_c − ε ≈ Σ_{|G|>Gc} |(Vψ)_G|² / (G²/2 − ε).   (5)

Every term is positive: leaving out waves raises the level. The terms neglected here matter less as the cutoff rises, so (5) is a high-cutoff formula.

Why the surroundings matter so little

Equation (5) is quadratic in the orbital. If the surroundings multiply the orbital in the core region by a factor a and leave its shape there unchanged, the source (Vψ)_G at large G is multiplied by a and the level error by a².

The shape is nearly unchanged for a definite reason. Inside the core the orbital obeys

ψ″ = 2(V_h + V_s − ε) ψ.

The surroundings enter through V_s and through the shift of ε. Both are small there compared with V_h, so the equation is almost the same in any surroundings. Consider an arrangement symmetric about the hard atom, and an odd orbital. Then ψ(0) = 0, and the slope ψ′(0) fixes the solution completely. Two odd orbitals in different surroundings differ inside the core mainly by the ratio of their slopes,

a = ψ′_close(0) / ψ′_apart(0).

For an even orbital the ratio of the values at the nucleus plays this part. The shape is not exactly preserved. In the model below, the odd orbital has a − 1 = −0.0043, and after rescaling it still deviates by 0.0008 of its maximum within 0.5 bohr of the nucleus and by 0.0034 within 1 bohr. For the even orbital the change of shape within 0.5 bohr is as large as the tiny change of amplitude, 0.00015. In three dimensions each angular-momentum component has its own amplitude near the nucleus.

Let level i hold f_i electrons and have the error w_i(Ecut) in the "apart" arrangement. For independent electrons the error of the total energy is

δE_apart = Σ_i f_i w_i,

while in the "close" arrangement it is approximately Σ_i f_i a_i² w_i. The error of the difference is therefore

δ(E_close − E_apart) ≈ Σ_i f_i (a_i² − 1) w_i.   (6)

The same functions w_i appear in both errors. Because the factors a_i belong to the converged orbitals, they do not depend on the cutoff. In this approximation the difference inherits the decay of the w_i, multiplied by the small numbers a_i² − 1.

A model with numbers

The model has one hard Gaussian well of depth 8 Ha and width 0.5 bohr at x = 0, in a cell of 24 bohr. Two soft wells of depth 1 Ha and width 1 bohr stand at x = ±d. In the arrangement "apart" d = 9 bohr; in "close" d = 4 bohr. Four independent electrons fill the two lowest levels: a deep even one and an odd valence one. Repulsion between the electrons and between the nuclei is left out, so the energy difference is an electronic energy of this model, not the binding energy of a molecule.

The Hamiltonian matrix in plane waves was diagonalized. With a cutoff of 415 Ha, taken as the converged reference, the levels are

apart: −5.54899 and −1.56784 Ha,
close: −5.55056 and −1.57682 Ha.

Each level counts twice. The difference close − apart is

2(−5.55056 + 5.54899) + 2(−1.57682 + 1.56784) = −0.0211 Ha,

or, with more digits kept, −21.084 mHa (−0.5737 eV). Repeating the diagonalization at lower cutoffs gives these errors relative to the reference:

Ecut (Ha): error of E_apart; error of the difference (mHa)
10: 346.9; −4.57
15: 121.7; −1.51
20: 25.2; −0.301
30: 2.78; −0.0320
40: 0.248; −0.0028
60: 0.0063; −0.0001

At 20 Ha the total energy is wrong by 25 mHa, more than the whole difference being sought. Yet the difference is wrong by 0.30 mHa, or 1.4% of its value. From 20 to 60 Ha the total error falls by a factor of about 4000, while the error of the difference stays between 1.1% and 1.2% of it. This is the pattern that (6) describes, a nearly constant small factor on a common falling curve, although the amplitudes alone give only part of that factor, as shown below.

The negative sign also follows from (6). The valence orbital spreads slightly towards the close neighbours, so a² < 1 and the close arrangement has the smaller error. A low cutoff then makes the difference too negative.

Locating the error

At 30 Ha the level errors, per electron, are

deep level: 0.3316 mHa apart, 0.3304 mHa close,
valence level: 1.0586 mHa apart, 1.0438 mHa close.

The valence level has the larger error, although it is the less strongly bound. This is why the core region must not be identified with core electrons.

Evaluating (4) with V_h alone, in the close arrangement, gives 1.0034 times the deep-level error and 1.0038 times the valence error. The soft wells supply the remainder, about −0.3% and −0.4%. The error is thus almost entirely a matter of the hard atom's potential, even with the neighbours near.

The high-cutoff formula (5) can be judged at 40 Ha. For the close arrangement it gives 0.0296 mHa for the deep level, where diagonalization gives 0.0280 mHa, and 0.1005 mHa for the valence level, where diagonalization gives 0.0944 mHa. It is about 6% too large in both cases, relative to the diagonalization. At 20 Ha the excess is 12% for the deep level and 14% for the valence level, and at 60 Ha it is 4% for both, so it falls roughly as 1/Ecut.

What is left after cancellation

The slope of the valence orbital at the nucleus is 2.66653 bohr^(−3/2) apart and 2.65496 bohr^(−3/2) close. Hence

a² = (2.65496/2.66653)² = 0.9913.

Keeping only the term of the two valence electrons (the deep level has a² = 0.9997 and adds only −0.0002 mHa), (6) predicts a difference error at 30 Ha of

2 × (0.99134 − 1) × 1.0586 mHa = −0.0183 mHa.

The actual value is −0.0320 mHa, of which −0.0296 mHa comes from the valence level and −0.0024 mHa from the deep one. The slope estimate has the right sign and size but misses about two fifths of the result.

The split of (4) points to a second effect. Rescaling describes the hard part alone. In the close arrangement the hard part of the valence error is 1.00376 × 1.04378 = 1.0477 mHa, so for two electrons the soft part of the valence error is

2 × (1.0438 − 1.0477) = −0.008 mHa,

and the same term for the deep level is

−2 × 0.0034 × 0.3304 = −0.002 mHa.

Together these soft parts come to −0.010 mHa in the close arrangement. Only their change between the two arrangements enters the difference. They need not come from the converged orbital reaching the soft wells. With a sharp cutoff the Fourier components of Qψ jump from zero at Gc, and a function with such a jump has an oscillating tail whose amplitude falls only as 1/|x| at distances small compared with the cell, and still more slowly towards the cell boundary. Since φ is close to ψ − Qψ, it carries the opposite tail, and the soft part of (4) then contains ⟨Qψ|V_s|Qψ⟩, which is negative for attractive wells. In this model that term agrees with the soft part to within 4% in both arrangements. The tail also reaches the wells at 9 bohr, so the apart arrangement has a soft part too, −0.0026 mHa for the four electrons. The soft contribution to the difference error is therefore −0.0074 mHa. The amplitude change of both levels gives −0.0185 mHa. The remaining −0.0060 mHa is the change of the hard part that a pure rescaling of the orbital in the core does not describe, and which (6) ignores: the hard part changes by a factor 0.9888 for the valence level, where a² = 0.9913, and by 0.9989 for the deep level, where a² = 0.9997.

So three small effects survive the subtraction: the valence amplitude in the core changes by a little under one percent in its square, the neighbouring wells couple weakly to the missing part of the hard atom's orbitals, and the hard part of the error departs slightly from pure rescaling. When the total error is already small, a percent of it is smaller still.

How much lower the cutoff can be

Suppose an error of 1 mHa is acceptable. Enlarging the basis one pair of plane waves at a time shows that both total energies stay within this tolerance from 35.1 Ha on, and the difference from 16.6 Ha on. The ratio is 2.1.

Its size can be understood from the table. Between the cutoffs of 15 and 40 Ha the total error falls from 121.7 to 0.248 mHa, a factor exp(6.20). The allowed G are multiples of 2π/24 = 0.2618 bohr⁻¹, and the largest one retained grows from 20 to 34 such steps, that is by 3.67 bohr⁻¹. On average the error falls by a factor e for each 3.67/6.20 = 0.59 bohr⁻¹. If the difference carries 1.2% of the total error, it is ahead by

0.59 × ln(1/0.012) = 0.59 × 4.42 ≈ 2.6 bohr⁻¹.

The two cutoffs found correspond to G = √(2 × 35.1) = 8.38 and √(2 × 16.6) = 5.76 bohr⁻¹, which differ by 2.6 bohr⁻¹. A small prefactor on a steep curve thus becomes a shift along the cutoff axis. The steeper the curve, the smaller the shift for the same degree of cancellation.

In three dimensions the number of plane waves in a given cell grows as the volume of a sphere of radius Gc, that is as Ecut^(3/2). A cutoff ratio of 2.1 would then mean about 3.1 times fewer plane waves. The ratio itself belongs to this model, and within it to a weak interaction of 21 mHa. With the neighbours at d = 3 bohr the difference is −260 mHa, its error at 30 Ha is 7% of the total error, and it settles to 1 mHa at 23.2 Ha. At d = 2 bohr the difference is −1589 mHa, the fraction is 17% and the cutoff 26.9 Ha. Against the 35.1 Ha needed for the apart total energy, the ratios are then about 1.5 and 1.3. For a real system it depends on the pseudopotentials, on the tolerance and on how strongly the environment changes the core amplitudes.

When the cancellation fails

The two calculations must use the same cutoff. If the close arrangement is computed at 30 Ha and the apart one at 40 Ha, the difference is wrong by

2.748 − 0.248 = 2.50 mHa,

nearly eighty times the error with 30 Ha for both. Raising the cutoff for one of two energies makes their difference worse here, since it removes one of two errors that would have cancelled. For the same reason both calculations need the same pseudopotentials and the same number of atoms of each kind. The cell should also be the same: at fixed cutoff, a different cell has a different set of plane waves. With the close arrangement placed in a cell of 23.5 or 24.5 bohr and the apart one kept at 24 bohr, the error of the difference at 30 Ha becomes +0.52 or −0.47 mHa instead of −0.032 mHa.

The occupation of the core region must not change much. Removing both valence electrons from the apart arrangement removes their whole basis error. The removal energy is then wrong by −2 × 1.0586 = −2.12 mHa at 30 Ha, about 66 times the error of the difference between the arrangements. Moving an electron from one orbital to another has a similar effect: the total error changes by the difference of the two level errors. The amplitude in the core does not decide this by itself, because different orbitals also have different shapes there. Such energies are differences too, but (6) offers them no small factor.

Several hard atoms bring in another term. Their sources add in (1) with phases exp(−iG·R), and the square in (5) contains products from pairs of atoms. These depend on the separation d and need not cancel. In three dimensions they are weakened, because the missing waves point in all directions. For sources that do not depend on direction, the average of the phase factor, with u the cosine of the angle between G and d, is

½ ∫₋₁¹ exp(iGdu) du = sin(Gd)/(Gd).

At G = 7.75 bohr⁻¹ and d = 4 bohr its magnitude is at most 1/31. The model has one hard atom and so does not contain this effect. In one dimension there is no angular average. For two of the hard wells holding eight electrons, brought from 10 to 2 bohr apart, the error of the difference is −15%, +10% and +17% of the total error at 20, 30 and 40 Ha; at 4 bohr it is about 1% or less at these cutoffs.

Finally, the electrons here move in a fixed potential. In a self-consistent mean-field calculation the potential depends on the density and hence slightly on the cutoff. Equation (1) still holds with the self-consistent potential in place of V, but the total energy is no longer a sum of levels, and the degree of cancellation has to be found for the system at hand. The practical measure is the wanted difference itself, computed at several common cutoffs until it changes by less than the tolerance. Convergence of the total energy to that tolerance is a stricter demand than such a difference usually needs when the core amplitudes are nearly the same on both sides.
